# Kisliuk Sticking Probability for a Mobile Physisorbed Precursor: a program that tests the result

```python
"""Kisliuk sticking probability of a mobile physisorbed precursor.

Result under test:
    S(theta) = S0 (1-theta) / (1-theta + K theta)
    S0 = alpha p_a/(p_a+p_b),   K = p_b_filled/(p_a+p_b)
alpha: trapping probability; theta: fraction of filled sites;
p_a, p_b: chemisorption and desorption probabilities per visit to an
empty site; p_b_filled: desorption probability per visit to a filled site.
A molecule that does neither hops to another site.
Also tested: visits, lifetime, detailed balance, the sign of the error on
a frozen lattice, and the integrated uptake law.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import solve_ivp
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)

# Model parameters: barriers in eV, prefactors in 1/s
ALPHA = 0.8
TEMPERATURE = 500.0
BARRIER = {"react": 0.45, "desorb": 0.75, "hop": 0.45,
           "desorb_filled": 0.70, "hop_filled": 0.40}
PREFACTOR = {"react": 1e12, "desorb": 1e14, "hop": 1e13,
             "desorb_filled": 1e14, "hop_filled": 1e13}
PRESSURE = 1e-3          # Pa
MOLAR_MASS = 0.100       # kg/mol
SITE_DENSITY = 5e18      # 1/m^2


def rate_constants(temperature):
    kt = const.k * temperature / const.e
    return {name: PREFACTOR[name] * np.exp(-BARRIER[name] / kt)
            for name in BARRIER}


def visit_probabilities(k):
    total = k["react"] + k["desorb"] + k["hop"]
    total_filled = k["desorb_filled"] + k["hop_filled"]
    return (k["react"] / total, k["desorb"] / total,
            k["desorb_filled"] / total_filled)


def kisliuk(theta, s0, k_par):
    return s0 * (1 - theta) / (1 - theta + k_par * theta)


def mean_exit(theta, pa, pb, pbf):
    return (1 - theta) * (pa + pb) + theta * pbf


def mean_lifetime(theta, k, pa, pb, pbf):
    stay_empty = 1 / (k["react"] + k["desorb"] + k["hop"])
    stay_filled = 1 / (k["desorb_filled"] + k["hop_filled"])
    stay = (1 - theta) * stay_empty + theta * stay_filled
    return stay / mean_exit(theta, pa, pb, pbf)


def simulate(theta, k, walkers):
    """Follow trapped molecules; the first of the competing clocks wins."""
    alive, reacted, visits, time = walkers, 0, 0, 0.0
    while alive:
        filled = rng.random(alive) < theta
        clock = rng.exponential(size=(3, alive))
        clock[0] = np.where(filled, np.inf, clock[0] / k["react"])
        clock[1] /= np.where(filled, k["desorb_filled"], k["desorb"])
        clock[2] /= np.where(filled, k["hop_filled"], k["hop"])
        event = clock.argmin(axis=0)
        visits += alive
        time += clock.min(axis=0).sum()
        reacted += np.count_nonzero(event == 0)
        alive = np.count_nonzero(event == 2)
    return reacted / walkers, visits / walkers, time / walkers


def square_hops(side):
    """Nearest-neighbour hop matrix of a periodic square lattice."""
    one = sparse.identity(side, format="csr")
    shift = sparse.csr_matrix(np.roll(np.eye(side), 1, axis=1))
    ring = shift + shift.T
    return ((sparse.kron(ring, one) + sparse.kron(one, ring)) / 4).tocsc()


def random_filling(sites, theta):
    filled = np.zeros(sites, dtype=bool)
    filled[rng.permutation(sites)[:round(theta * sites)]] = True
    return filled


def lattice_visits(hops, exit_prob):
    """Expected visits to each site after a uniformly random landing."""
    n = len(exit_prob)
    matrix = sparse.identity(n) - hops @ sparse.diags(1 - exit_prob)
    return spsolve(matrix.tocsc(), np.full(n, 1 / n))


k = rate_constants(TEMPERATURE)
pa, pb, pbf = visit_probabilities(k)
S0 = ALPHA * pa / (pa + pb)
K = pbf / (pa + pb)

# Direct simulation of the stochastic rules
walkers = 100000
simulated = {}
for theta in (0.0, 0.5, 0.9):
    frac, visits, life = simulate(theta, k, walkers)
    expected = kisliuk(theta, S0, K) / ALPHA
    sigma = np.sqrt(expected * (1 - expected) / walkers)
    assert abs(frac - expected) < 5 * sigma
    relative = 6 / np.sqrt(walkers)
    assert abs(visits * mean_exit(theta, pa, pb, pbf) - 1) < relative
    assert abs(life / mean_lifetime(theta, k, pa, pb, pbf) - 1) < relative
    simulated[theta] = ALPHA * frac

# Frozen surface with hops to a uniformly random site: formula is exact
n_mixed = 200
for theta in (0.25, 0.7):
    filled = random_filling(n_mixed, theta)
    w = np.where(filled, pbf, pa + pb)
    matrix = np.eye(n_mixed) - np.outer(np.ones(n_mixed), 1 - w) / n_mixed
    v = np.linalg.solve(matrix, np.full(n_mixed, 1 / n_mixed))
    assert abs(ALPHA * pa * v[~filled].sum() - kisliuk(theta, S0, K)) < 1e-10

# Frozen square lattice with short hops: sign of the error, and the bound
side = 40
hops = square_hops(side)


def lattice_sticking(theta, pa_, pb_, pbf_, samples=16):
    results = []
    for _ in range(samples):
        filled = random_filling(side**2, theta)
        w = np.where(filled, pbf_, pa_ + pb_)
        v = lattice_visits(hops, w)
        assert abs(w @ v - 1) < 1e-9
        x = 1 - w
        bound = x.sum()**2 / (side**2 * (x.sum() - x @ (hops @ x)))
        assert v.sum() - 1 >= bound - 1e-8
        results.append(ALPHA * pa_ * v[~filled].sum())
    return np.mean(results), np.std(results, ddof=1) / np.sqrt(samples)


lattice = {}
for theta in (0.5, 0.9):
    value, error = lattice_sticking(theta, pa, pb, pbf)
    assert K < 1 and value < kisliuk(theta, S0, K) - 3 * error
    lattice[theta] = value
high = (0.08, 0.02, 0.40)
high_s0, high_K = ALPHA * high[0] / (high[0] + high[1]), high[2] / (high[0] + high[1])
high_value, high_error = lattice_sticking(0.5, *high)
high_formula = kisliuk(0.5, high_s0, high_K)
assert high_K > 1 and high_value > high_formula + 3 * high_error
equal_value, _ = lattice_sticking(0.5, 0.08, 0.02, 0.10, samples=4)
assert abs(equal_value - ALPHA * 0.8 * 0.5) < 1e-9

# Detailed balance: without reaction no net hop current may flow


def hop_flux_spread(rates):
    filled = random_filling(side**2, 0.5)
    w = np.where(filled,
                 rates["desorb_filled"] / (rates["desorb_filled"] + rates["hop_filled"]),
                 rates["desorb"] / (rates["desorb"] + rates["hop"]))
    departures = (1 - w) * lattice_visits(hops, w)
    return np.ptp(departures) / departures.mean()


balanced_spread = hop_flux_spread(k)
broken = dict(k, hop_filled=k["hop_filled"] / 5)
broken_spread = hop_flux_spread(broken)
assert balanced_spread < 1e-8 and broken_spread > 1e-2
assert abs(K - pb / ((1 - pa) * (pa + pb))) < 1e-10

# Slopes of S/S0 at the two ends, by finite differences
h = 1e-6
slope_start = (kisliuk(h, 1, K) - kisliuk(0, 1, K)) / h
slope_end = (kisliuk(1, 1, K) - kisliuk(1 - h, 1, K)) / h
assert abs(slope_start + K) < 1e-4
assert abs(slope_end * K + 1) < 1e-3

# Uptake: impacts per site needed for a target coverage


def impacts_needed(theta, s0, k_par):
    return ((1 - k_par) * theta - k_par * np.log(1 - theta)) / s0


target = 0.9
impacts = impacts_needed(target, S0, K)
impacts_langmuir = impacts_needed(target, S0, 1.0)
for k_par, end in ((K, impacts), (1.0, impacts_langmuir)):
    run = solve_ivp(lambda t, y: kisliuk(y, S0, k_par), (0, end), [0.0],
                    rtol=1e-9, atol=1e-11)
    assert run.success and abs(run.y[0, -1] - target) < 1e-6

mass = MOLAR_MASS / const.N_A
flux = PRESSURE / np.sqrt(2 * np.pi * mass * const.k * TEMPERATURE)
impact_rate = flux / SITE_DENSITY
life_half = mean_lifetime(0.5, k, pa, pb, pbf)
population = ALPHA * impact_rate * life_half
assert population < 1e-4

print(f"trapping probability alpha = {ALPHA:.2f}; temperature = {TEMPERATURE:.0f} K")
for name in BARRIER:
    print(f"{name}: barrier {BARRIER[name]:.2f} eV, prefactor "
          f"{PREFACTOR[name]:.0e} 1/s, rate {k[name]:.3e} 1/s")
print(f"p_a = {pa:.5f}; p_b = {pb:.5f}; hop from empty = {1-pa-pb:.5f}")
print(f"p_b_filled = {pbf:.5f}; hop from filled = {1-pbf:.5f}")
print(f"S0 = {S0:.4f}; K = {K:.4f} (no unit)")
print(f"slope of S/S0 at theta=0: {slope_start:.4f}; at theta=1: {slope_end:.2f}")
for theta in (0.0, 0.25, 0.5, 0.75, 0.9, 0.99):
    print(f"theta {theta:.2f}: S = {kisliuk(theta, S0, K):.4f}, Langmuir "
          f"{S0*(1-theta):.4f}, exit per visit {mean_exit(theta, pa, pb, pbf):.5f}, "
          f"visits {1/mean_exit(theta, pa, pb, pbf):.1f}")
for theta, value in simulated.items():
    print(f"simulated S at theta {theta:.1f} = {value:.4f} ({walkers} trapped molecules)")
for theta, value in lattice.items():
    print(f"frozen {side}x{side} lattice, theta {theta:.1f}: S = {value:.4f}, "
          f"formula error {100*(kisliuk(theta, S0, K)/value-1):+.2f} %")
print(f"test case p_a {high[0]:.2f}, p_b {high[1]:.2f}, p_b_filled {high[2]:.2f}: K = {high_K:.2f}")
print(f"  theta 0.5: lattice S = {high_value:.4f}, formula S = {high_formula:.4f}")
print(f"hop-flux spread without reaction: balanced {balanced_spread:.1e}, "
      f"filled-site hop rate cut fivefold {broken_spread:.2f} (relative)")
for temp in (400.0, 500.0, 600.0, 700.0):
    a, b, bf = visit_probabilities(rate_constants(temp))
    print(f"T = {temp:.0f} K: S0 = {ALPHA*a/(a+b):.4f}, K = {bf/(a+b):.4f}")
print(f"pressure = {PRESSURE:.0e} Pa; molar mass = {1000*MOLAR_MASS:.0f} g/mol; "
      f"site density = {SITE_DENSITY:.0e} 1/m^2")
print(f"impact flux = {flux:.3e} 1/(m^2 s); per site = {impact_rate:.3f} 1/s")
print(f"precursor lifetime at theta 0.5 = {life_half:.3e} s")
print(f"precursors per site at theta 0.5 = {population:.2e}")
print(f"impacts per site to theta {target:.1f}: Kisliuk {impacts:.3f}, "
      f"Langmuir {impacts_langmuir:.3f}")
print(f"time to theta {target:.1f}: Kisliuk {impacts/impact_rate:.3f} s, "
      f"Langmuir {impacts_langmuir/impact_rate:.3f} s")
print(f"time ratio Langmuir/Kisliuk = {impacts_langmuir/impacts:.3f}")
print("done: every assertion held")
```

It prints:

```
trapping probability alpha = 0.80; temperature = 500 K
react: barrier 0.45 eV, prefactor 1e+12 1/s, rate 2.912e+07 1/s
desorb: barrier 0.75 eV, prefactor 1e+14 1/s, rate 2.756e+06 1/s
hop: barrier 0.45 eV, prefactor 1e+13 1/s, rate 2.912e+08 1/s
desorb_filled: barrier 0.70 eV, prefactor 1e+14 1/s, rate 8.797e+06 1/s
hop_filled: barrier 0.40 eV, prefactor 1e+13 1/s, rate 9.293e+08 1/s
p_a = 0.09013; p_b = 0.00853; hop from empty = 0.90134
p_b_filled = 0.00938; hop from filled = 0.99062
S0 = 0.7308; K = 0.0950 (no unit)
slope of S/S0 at theta=0: -0.0950; at theta=1: -10.52
theta 0.00: S = 0.7308, Langmuir 0.7308, exit per visit 0.09866, visits 10.1
theta 0.25: S = 0.7084, Langmuir 0.5481, exit per visit 0.07634, visits 13.1
theta 0.50: S = 0.6674, Langmuir 0.3654, exit per visit 0.05402, visits 18.5
theta 0.75: S = 0.5687, Langmuir 0.1827, exit per visit 0.03170, visits 31.5
theta 0.90: S = 0.3939, Langmuir 0.0731, exit per visit 0.01831, visits 54.6
theta 0.99: S = 0.0702, Langmuir 0.0073, exit per visit 0.01027, visits 97.4
simulated S at theta 0.0 = 0.7310 (100000 trapped molecules)
simulated S at theta 0.5 = 0.6664 (100000 trapped molecules)
simulated S at theta 0.9 = 0.3924 (100000 trapped molecules)
frozen 40x40 lattice, theta 0.5: S = 0.6638, formula error +0.54 %
frozen 40x40 lattice, theta 0.9: S = 0.3794, formula error +3.83 %
test case p_a 0.08, p_b 0.02, p_b_filled 0.40: K = 4.00
  theta 0.5: lattice S = 0.1374, formula S = 0.1280
hop-flux spread without reaction: balanced 3.8e-15, filled-site hop rate cut fivefold 0.36 (relative)
T = 400 K: S0 = 0.7869, K = 0.0180
T = 500 K: S0 = 0.7308, K = 0.0950
T = 600 K: S0 = 0.6144, K = 0.2545
T = 700 K: S0 = 0.4728, K = 0.4472
pressure = 1e-03 Pa; molar mass = 100 g/mol; site density = 5e+18 1/m^2
impact flux = 1.178e+19 1/(m^2 s); per site = 2.357 1/s
precursor lifetime at theta 0.5 = 3.851e-08 s
precursors per site at theta 0.5 = 7.26e-08
impacts per site to theta 0.9: Kisliuk 1.414, Langmuir 3.151
time to theta 0.9: Kisliuk 0.600 s, Langmuir 1.337 s
time ratio Langmuir/Kisliuk = 2.228
done: every assertion held
```
